# Klein–Rosseland Relation from Microscopic Reversibility and from Thermal Balance: a numerical check

```python
"""Klein-Rosseland relation between excitation and superelastic scattering:
    g_s * e * sigma_exc(e) = g_p * (e - gap) * sigma_sup(e - gap)
e: electron energy before excitation; gap: level spacing; g_s, g_p: weights.
Hartree atomic units. A model atom with one s state and three real p states is
solved nonperturbatively. Cross sections in both directions come from scattering
amplitudes, angular integration and an explicit average over initial states.
The electron spin is a spectator in this model; a separate matrix model has spin.
"""
import math
import numpy as np
from scipy import constants
from scipy.sparse import csr_matrix
from scipy.sparse.csgraph import connected_components
from scipy.special import lpmv, spherical_jn, spherical_yn

GAP = 0.15
WELL_DEPTH = 0.30
COUPLING = 0.30
WIDTH = 1.5
RADIUS = 7.5
N_RADIAL = 30
G_S, G_P = 1, 3
TEMPERATURE = 0.10


def harmonics(lmax, directions):
    """Real orthonormal spherical harmonics, shape (number of lm, points)."""
    x, y, z = np.asarray(directions, dtype=float).T
    phi = np.arctan2(y, x)
    rows = []
    for l in range(lmax + 1):
        for m in range(-l, l + 1):
            q = abs(m)
            norm = math.sqrt((2*l + 1) / (4*math.pi)
                             * math.factorial(l-q) / math.factorial(l+q))
            value = norm * lpmv(q, l, np.clip(z, -1, 1))
            if m > 0:
                value = value * math.sqrt(2) * np.cos(q*phi)
            elif m < 0:
                value = value * math.sqrt(2) * np.sin(q*phi)
            rows.append(value)
    return np.array(rows)


def chebyshev(n, radius):
    """Collocation nodes from radius down to zero, and derivative matrix."""
    index = np.arange(n + 1)
    x = np.cos(np.pi * index / n)
    c = np.ones(n + 1)
    c[0] = c[-1] = 2
    c *= (-1.0)**index
    dx = x[:, None] - x[None, :]
    d = np.outer(c, 1/c) / (dx + np.eye(n + 1))
    d -= np.diag(d.sum(axis=1))
    return radius*(1 + x)/2, d*2/radius


class ModelAtom:
    def __init__(self, lmax):
        self.lmax = lmax
        self.l = np.array([l for l in range(lmax+1) for _ in range(2*l+1)])
        self.nlm = len(self.l)
        mu, wmu = np.polynomial.legendre.leggauss(lmax + 3)
        nphi = 2*lmax + 6
        phi = 2*np.pi*np.arange(nphi)/nphi
        mm, pp = np.meshgrid(mu, phi, indexing="ij")
        sine = np.sqrt(1 - mm**2)
        self.dirs = np.stack([sine*np.cos(pp), sine*np.sin(pp), mm],
                             axis=-1).reshape(-1, 3)
        self.weights = np.repeat(wmu, nphi)*2*np.pi/nphi
        ylm = harmonics(lmax, self.dirs)
        size = 4*self.nlm
        dipole = np.zeros((size, size))
        for axis in range(3):
            block = (ylm*self.weights*self.dirs[:, axis]) @ ylm.T
            block[np.abs(block) < 1e-12] = 0
            start = (axis + 1)*self.nlm
            dipole[:self.nlm, start:start+self.nlm] = block
            dipole[start:start+self.nlm, :self.nlm] = block.T
        self.dipole = dipole
        count, label = connected_components(csr_matrix(dipole != 0),
                                            directed=False)
        self.blocks = [np.flatnonzero(label == b) for b in range(count)]
        r, d = chebyshev(N_RADIAL, RADIUS)
        self.r = r[:-1]
        self.d2 = (d @ d)[:-1, :-1]
        self.d1_edge = d[0, :-1]

    def solve(self, e_sup):
        """Outgoing coefficients for unit regular waves in every channel.
        e_sup is the electron energy while the target is in its p level."""
        k_target = np.sqrt(2*np.array([e_sup + GAP, e_sup, e_sup, e_sup]))
        k_all = np.repeat(k_target, self.nlm)
        l_all = np.tile(self.l, 4)
        outgoing = np.zeros((4*self.nlm, 4*self.nlm), dtype=complex)
        n = len(self.r)
        gauss = np.exp(-(self.r/WIDTH)**2)
        coupling_r = 2*COUPLING*(self.r/WIDTH)*gauss
        node = np.arange(n)
        for block in self.blocks:
            c = len(block)
            k, l = k_all[block], l_all[block]
            matrix = np.zeros((c, n, c, n))
            for a in range(c):
                matrix[a, :, a, :] = self.d2
                matrix[a, node, a, node] -= (l[a]*(l[a]+1)/self.r**2
                                            - 2*WELL_DEPTH*gauss - k[a]**2)
                for b in np.flatnonzero(self.dipole[block[a], block]):
                    matrix[a, node, b, node] -= (
                        coupling_r*self.dipole[block[a], block[b]])
            matrix[:, 0, :, :] = 0
            rhs = np.zeros((c, n, c))
            for a in range(c):
                matrix[a, 0, a, :] = self.d1_edge
                rhs[a, 0, a] = 1
            response = np.linalg.solve(matrix.reshape(c*n, c*n),
                                       rhs.reshape(c*n, c))
            edge = response.reshape(c, n, c)[:, 0, :]
            x = k*RADIUS
            j, y = spherical_jn(l, x), spherical_yn(l, x)
            dj = spherical_jn(l, x, derivative=True)
            dy = spherical_yn(l, x, derivative=True)
            regular, d_regular = RADIUS*j, j + x*dj
            wave, d_wave = RADIUS*(j+1j*y), j+1j*y + x*(dj+1j*dy)
            scale = np.abs(wave)
            left = (np.diag(wave) - edge*d_wave[None, :])/scale[None, :]
            right = -(np.diag(regular) - edge*d_regular[None, :])
            coefficient = np.linalg.solve(left, right)/scale[:, None]
            outgoing[np.ix_(block, block)] = coefficient
        return k_target, outgoing

    def amplitude(self, solution, direction_in, directions_out):
        """f[final target, initial target, outgoing direction]."""
        k, outgoing = solution
        y_in = harmonics(self.lmax, [direction_in])[:, 0]
        y_out = harmonics(self.lmax, directions_out)
        incident = 4*np.pi*(1j)**self.l*y_in
        emitted = ((-1j)**(self.l + 1))[:, None]*y_out
        tensor = outgoing.reshape(4, self.nlm, 4, self.nlm) @ incident
        return np.einsum("lp,bla->bap", emitted, tensor)/k[:, None, None]

    def state_sigma(self, solution):
        k = solution[0]
        f = self.amplitude(solution, [0, 0, 1], self.dirs)
        return (k[:, None]/k[None, :])*(np.abs(f)**2 @ self.weights)

    def level_sigma(self, e_sup):
        sigma = self.state_sigma(self.solve(e_sup))
        return sigma[1:, 0].sum(), sigma[0, 1:].mean()


atom = ModelAtom(4)
hartree_ev = constants.value("Hartree energy in eV")
bohr = constants.value("Bohr radius")
print("MODEL (hartree atomic units)")
print(f"level gap = {GAP:.3f} hartree; weights s,p = {G_S}, {G_P}")
print(f"well depth, coupling = {WELL_DEPTH:.2f}, {COUPLING:.2f} hartree")
print(f"Gaussian width = {WIDTH:.2f} bohr; highest l = {atom.lmax}")

# Integrated relation at several energies, both sides from amplitudes.
print("e_exc, e_sup [hartree]; sigma_exc, sigma_sup [bohr^2]; Omega")
table = {}
worst = 0.0
for e_sup in (0.01, 0.05, 0.15, 0.30, 0.45, 0.60):
    exc, sup = atom.level_sigma(e_sup)
    table[e_sup] = exc, sup
    lhs, rhs = G_S*(e_sup+GAP)*exc, G_P*e_sup*sup
    worst = max(worst, abs(lhs/rhs - 1))
    print(f"{e_sup+GAP:.2f} {e_sup:.2f} {exc:.5f} {sup:.5f} "
          f"{2*lhs/np.pi:.5f}")
assert worst < 1e-6
print(f"largest relative error of the relation = {worst:.1e}")

# Main example, with flux conservation and reversal of each amplitude.
e_main = 0.30
solution = atom.solve(e_main)
k = solution[0]
sigma = atom.state_sigma(solution)
forward = atom.amplitude(solution, [0, 0, 1], [[0, 0, 1]])[:, :, 0]
optical = 4*np.pi*np.diag(forward).imag/k
optical_error = np.max(np.abs(sigma.sum(axis=0)/optical - 1))
assert optical_error < 1e-6
dir_in = np.array([0.36, 0.48, 0.80])
dir_out = np.array([-0.64, 0.60, 0.48])
dir_out /= np.linalg.norm(dir_out)
direct = atom.amplitude(solution, dir_in, [dir_out])[:, :, 0]
reverse = atom.amplitude(solution, -dir_out, [-dir_in])[:, :, 0]
reversal_error = np.max(np.abs(direct-reverse.T))/np.max(np.abs(direct))
assert reversal_error < 1e-6
exc, sup = table[e_main]
predicted = G_S*(e_main+GAP)*exc/(G_P*e_main)
print("MAIN EXAMPLE")
print(f"electron energies: {e_main+GAP:.2f} and {e_main:.2f} hartree")
print(f"wave numbers k_s, k_p = {k[0]:.5f}, {k[1]:.5f} 1/bohr")
print(f"weight ratio g_s/g_p = {G_S/G_P:.5f}")
print(f"energy ratio = {(e_main+GAP)/e_main:.5f}")
print(f"sigma_exc = {exc:.5f} bohr^2 = {exc*bohr**2:.4e} m^2")
print(f"sigma_sup predicted = {predicted:.5f} bohr^2")
print(f"sigma_sup direct = {sup:.5f} bohr^2 = {sup*bohr**2:.4e} m^2")
print(f"optical theorem, relative error = {optical_error:.1e}")
print(f"amplitude reversal, relative error = {reversal_error:.1e}")

# Differential relation after summing over target states.
angles = np.radians([20, 60, 100, 150])
outs = np.stack([np.sin(angles), 0*angles, np.cos(angles)], axis=1)
f = atom.amplitude(solution, [0, 0, 1], outs)
diff_exc = k[1]/k[0]*np.sum(np.abs(f[1:, 0])**2, axis=0)
diff_sup = k[0]/k[1]*np.mean(np.abs(f[0, 1:])**2, axis=0)
diff_error = np.max(np.abs(G_S*k[0]**2*diff_exc
                           / (G_P*k[1]**2*diff_sup) - 1))
assert diff_error < 1e-6
print(f"60 deg: dsigma_exc = {diff_exc[1]:.5f} bohr^2/sr")
print(f"60 deg: dsigma_sup = {diff_sup[1]:.5f} bohr^2/sr")
print(f"differential relation, relative error = {diff_error:.1e}")

# Forward scattering conserves angular momentum along the beam: only p_z acts.
forward_sup = k[0]/k[1]*np.abs(forward[0, 1:])**2
forward_ratio = forward_sup[2]/forward_sup.mean()
assert forward_sup[2] > 1e-6
assert abs(forward_ratio - 3) < 1e-6
print(f"0 deg: dsigma_sup from p_z = {forward_sup[2]:.6f} bohr^2/sr")
print(f"0 deg: p_z value / p-level average = {forward_ratio:.6f}")

# After angular integration the alignment effect depends on energy.
print("e_sup [hartree]; sup. from p_x, p_z [bohr^2]; p_z/average")
alignment = []
for e_sup in (0.15, 0.30, 0.60):
    aligned = atom.state_sigma(atom.solve(e_sup))[0, 1:]
    alignment.append(aligned[2]/aligned.mean())
    print(f"{e_sup:.2f} {aligned[0]:.5f} {aligned[2]:.5f} "
          f"{alignment[-1]:.5f}")
assert max(abs(ratio - 1) for ratio in alignment) > 0.02

# Using the same electron energy on both sides omits the threshold shift.
e_low = 0.01
same_energy_sup = atom.level_sigma(e_low+GAP)[1]
unshifted_ratio = G_S*table[e_low][0]/(G_P*same_energy_sup)
assert abs(unshifted_ratio - 1) > 0.2
print(f"sigma_sup at {e_low+GAP:.2f} hartree = {same_energy_sup:.5f} bohr^2")
print(f"left/right with shift omitted = {unshifted_ratio:.5f}")

# Threshold powers for a short-range interaction and an outgoing s wave.
tiny = np.array([1e-6, 1e-5])
near = np.array([atom.level_sigma(e) for e in tiny])
powers = np.log(near[1]/near[0])/np.log(tiny[1]/tiny[0])
assert np.allclose(powers, [0.5, -0.5], atol=0.01)
print(f"threshold powers exc, sup = {powers[0]:.4f}, {powers[1]:.4f}")

# Partial-wave convergence of the example cross sections.
larger = ModelAtom(5)
changes = [abs(larger.level_sigma(e)[0]/table[e][0] - 1) for e in (0.30, 0.60)]
assert max(changes) < 0.02
print(f"l=5 change at e_sup=0.30, 0.60: {changes[0]:.1e}, {changes[1]:.1e}")


def maxwell_rate(process, nodes):
    """Mean speed times cross section; separate node sets test the rate law."""
    x, w = np.polynomial.legendre.leggauss(nodes)
    upper = math.sqrt(16*TEMPERATURE)
    u, w = upper*(x+1)/2, upper*w/2
    total = 0.0
    for root_energy, weight in zip(u, w):
        e_sup = root_energy**2
        energy = e_sup + GAP if process == 0 else e_sup
        section = atom.level_sigma(e_sup)[process]
        total += (weight*2*root_energy*energy*section
                  * math.exp(-energy/TEMPERATURE))
    return math.sqrt(8/np.pi)*TEMPERATURE**-1.5*total


rate_exc = maxwell_rate(0, 13)
rate_sup = maxwell_rate(1, 17)
expected_ratio = G_S/G_P*math.exp(GAP/TEMPERATURE)
assert abs(rate_sup/rate_exc/expected_ratio - 1) < 1e-4
atomic_time = constants.hbar/constants.value("Hartree energy")
rate_si = bohr**3/atomic_time
print("MAXWELLIAN ELECTRONS")
print(f"T = {TEMPERATURE:.2f} hartree = {TEMPERATURE*hartree_ev:.4f} eV")
print(f"K_exc = {rate_exc:.6f} a.u. = {rate_exc*rate_si:.4e} m^3/s")
print(f"K_sup = {rate_sup:.6f} a.u. = {rate_sup*rate_si:.4e} m^3/s")
print(f"K_sup/K_exc integrated = {rate_sup/rate_exc:.6f}")
print(f"K_sup/K_exc from rate law = {expected_ratio:.6f}")

# Spin-1/2 channels: time reversal is the matrix spin_flip times conjugation.
# Unitary scattering matrices are built from Hermitian reaction matrices.
rng = np.random.default_rng(7)
raw = rng.normal(size=(12, 12)) + 1j*rng.normal(size=(12, 12))
general = 0.15*(raw + raw.conj().T)
spin_flip = np.kron(np.eye(6), [[0, 1], [-1, 0]])
invariant = (general + spin_flip @ general.conj() @ spin_flip.T)/2
identity = np.eye(12)


def scattering_matrix(reaction):
    return np.linalg.solve(identity-1j*reaction, identity+1j*reaction)


def level_sums(s, edges):
    p = np.abs(s)**2
    return np.array([[p[a:b, c:d].sum() for c, d in zip(edges, edges[1:])]
                     for a, b in zip(edges, edges[1:])])


s_inv = scattering_matrix(invariant)
s_gen = scattering_matrix(general)
assert np.allclose(spin_flip @ s_inv @ spin_flip.T, s_inv.T, atol=1e-11)
three_inv = level_sums(s_inv, [0, 2, 6, 12])
three_gen = level_sums(s_gen, [0, 2, 6, 12])
two_gen = level_sums(s_gen, [0, 2, 12])
asym_inv = np.max(np.abs(three_inv-three_inv.T))
asym_gen = np.max(np.abs(three_gen-three_gen.T))
asym_two = np.max(np.abs(two_gen-two_gen.T))
assert asym_inv < 1e-11 and asym_two < 1e-11 and asym_gen > 1e-3
print("SPIN-1/2 MATRIX MODEL: asymmetry of summed probabilities")
print(f"three levels, time reversal kept = {asym_inv:.1e}")
print(f"three levels, time reversal broken = {asym_gen:.5f}")
print(f"two levels, time reversal broken = {asym_two:.1e}")
print("all tests passed")
```

Output:

```
MODEL (hartree atomic units)
level gap = 0.150 hartree; weights s,p = 1, 3
well depth, coupling = 0.30, 0.30 hartree
Gaussian width = 1.50 bohr; highest l = 4
e_exc, e_sup [hartree]; sigma_exc, sigma_sup [bohr^2]; Omega
0.16 0.01 1.23279 6.57487 0.12557
0.20 0.05 1.74091 2.32121 0.22166
0.30 0.15 1.52281 1.01521 0.29084
0.45 0.30 1.11135 0.55567 0.31838
0.60 0.45 0.85566 0.38030 0.32684
0.75 0.60 0.69562 0.28984 0.33213
largest relative error of the relation = 2.7e-09
MAIN EXAMPLE
electron energies: 0.45 and 0.30 hartree
wave numbers k_s, k_p = 0.94868, 0.77460 1/bohr
weight ratio g_s/g_p = 0.33333
energy ratio = 1.50000
sigma_exc = 1.11135 bohr^2 = 3.1121e-21 m^2
sigma_sup predicted = 0.55567 bohr^2
sigma_sup direct = 0.55567 bohr^2 = 1.5560e-21 m^2
optical theorem, relative error = 1.6e-10
amplitude reversal, relative error = 5.4e-10
60 deg: dsigma_exc = 0.12992 bohr^2/sr
60 deg: dsigma_sup = 0.06496 bohr^2/sr
differential relation, relative error = 5.1e-09
0 deg: dsigma_sup from p_z = 0.025963 bohr^2/sr
0 deg: p_z value / p-level average = 3.000000
e_sup [hartree]; sup. from p_x, p_z [bohr^2]; p_z/average
0.15 0.94845 1.14873 1.13152
0.30 0.55746 0.55210 0.99358
0.60 0.33801 0.19349 0.66758
sigma_sup at 0.16 hartree = 0.96292 bohr^2
left/right with shift omitted = 0.42675
threshold powers exc, sup = 0.4997, -0.5003
l=5 change at e_sup=0.30, 0.60: 1.3e-06, 1.3e-04
MAXWELLIAN ELECTRONS
T = 0.10 hartree = 2.7211 eV
K_exc = 0.406915 a.u. = 2.4928e-15 m^3/s
K_sup = 0.607889 a.u. = 3.7240e-15 m^3/s
K_sup/K_exc integrated = 1.493896
K_sup/K_exc from rate law = 1.493896
SPIN-1/2 MATRIX MODEL: asymmetry of summed probabilities
three levels, time reversal kept = 1.1e-16
three levels, time reversal broken = 0.56259
two levels, time reversal broken = 2.2e-16
all tests passed
```
